# Computing the independent-particle polarizability with tetrahedra and a projected frequency mesh, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry and dimensions fix

The independent-particle polarizability $\chi(\mathbf q,z)$ is a density change per unit potential energy, so it has the dimension 1/(energy × volume). Time reversal pairs every absorption at $+\omega$ with an emission at $-\omega$, which makes $\chi$ even in the complex frequency $z$. It vanishes at large $|z|$, so its first term is $C/z^2$, with $C$ an energy per volume. A very fast perturbation acts before the electrons feel the lattice, and a local potential commutes with the density operator and drops out. The only energy left is the recoil $q^2/2$ (Hartree atomic units throughout), and $C$ is a pure number times $nq^2$, with $n$ the electron density. That number is the f-sum rule, and a discretization should not spoil it.

Take $T=0$, spin degeneracy, time-reversal symmetry and the head element (no reciprocal-lattice vector added to $\mathbf q$). With occupations $f=\theta(\mu-\varepsilon_{n\mathbf k})$, $f'=\theta(\mu-\varepsilon_{n'\mathbf k+\mathbf q})$, transition energy $\Delta=\varepsilon_{n'\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}$ and $m=|\langle n'\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|n\mathbf k\rangle|^2$,

$$\chi(z)=2\int\frac{d^3k}{(2\pi)^3}\sum_{nn'}\frac{(f-f')\,m}{z-\Delta}.$$

Write $f-f'=f(1-f')-f'(1-f)$. In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$ and exchange $n$ and $n'$. Time reversal gives $\varepsilon_{n,-\mathbf k}=\varepsilon_{n\mathbf k}$ and $\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}$. Hence $f\leftrightarrow f'$, $\Delta\to-\Delta$, and the new matrix element $\int\psi_{n\mathbf k}e^{i\mathbf q\cdot\mathbf r}\psi^*_{n'\mathbf k+\mathbf q}$ equals the old one. The second term becomes $-f(1-f')m/(z+\Delta)$, and

$$\chi(z)=\int_0^\infty S(\omega)\left[\frac1{z-\omega}-\frac1{z+\omega}\right]d\omega,\qquad S(\omega)=2\int\frac{d^3k}{(2\pi)^3}\sum_{nn'}f(1-f')\,m\,\delta(\omega-\Delta).$$

Here $S\ge0$, and $1/(x+i0)=P(1/x)-i\pi\delta(x)$ gives $\operatorname{Im}\chi(\omega+i0)=-\pi S(\omega)$ for $\omega>0$. The bracket is $2\omega/(z^2-\omega^2)=2\omega/z^2+2\omega^3/z^4+\dots$, so $\chi=2M_1/z^2+2M_3/z^4+\dots$ with $M_p=\int_0^\infty\omega^pS\,d\omega$.

In $M_1=2\int\frac{d^3k}{(2\pi)^3}\sum f(1-f')m\Delta$ the part with $ff'$ changes sign under the same substitution and vanishes. In the rest, expand the states in plane waves, $\psi_{n\mathbf k}=\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, so that $m=|c^\dagger_{n'\mathbf k+\mathbf q}c_{n\mathbf k}|^2$. Closure over all $n'$ gives

$$\sum_{n'}m\Delta=c^\dagger_{n\mathbf k}(H_{\mathbf k+\mathbf q}-H_{\mathbf k})c_{n\mathbf k}=\mathbf q\cdot\mathbf v_{n\mathbf k}+\tfrac12q^2,\qquad \mathbf v_{n\mathbf k}=\sum_{\mathbf G}|c|^2(\mathbf k+\mathbf G),$$

because a local potential $V_{\mathbf G-\mathbf G'}$ does not depend on $\mathbf k$ and $\tfrac12|\mathbf k+\mathbf q+\mathbf G|^2-\tfrac12|\mathbf k+\mathbf G|^2=\mathbf q\cdot(\mathbf k+\mathbf G)+\tfrac12q^2$. The velocity is odd in $\mathbf k$ and $f$ is even, so

$$M_1=\tfrac12 nq^2 .$$

The rule needs all final bands and a local potential. A nonlocal one adds $c^\dagger(V_{\mathbf k+\mathbf q}-V_{\mathbf k})c$ to the closure sum.

## One cube by hand

Take free electrons with $\mathbf q$ along $x$, so $m=1$ and $\Delta=qk_x+q^2/2$. Consider one mesh cube of side $h_k$ wholly inside the region $f(1-f')=1$. On its left face $\Delta=\Delta_0$, on its right face $\Delta_0+s$ with $s=qh_k$. The delta function selects a plane of area $h_k^2$ and contributes $1/|\nabla\Delta|=1/q$, so the cube adds to $S$ a box of weight $Q=2h_k^3/(2\pi)^3$, width $s$ and height $Q/s$.

Tetrahedra must reproduce this box. Cut the cube into six Kuhn tetrahedra of volume $V=h_k^3/6$, each spanned by a path from $(0,0,0)$ to $(1,1,1)$ that steps along the three axes in one of the six orders. In two paths the $x$ step comes last (three corners on the left face), in two first (one corner on the left face), in two in the middle. Let $t=(\omega-\Delta_0)/s$. With one corner on the left, the volume below the plane is a scaled copy, $Vt^3$, whose derivative in $\omega$ is $3Vt^2/s$. With three corners on the left the mirror argument gives $3V(1-t)^2/s$. With two on each side the section is a parallelogram with sides proportional to $t$ and $1-t$; normalizing with $\int_0^1t(1-t)dt=1/6$ gives $6Vt(1-t)/s$. The sum is

$$\frac{2V}{s}\left[3t^2+6t(1-t)+3(1-t)^2\right]=\frac{6V}{s}\left[t+(1-t)\right]^2=\frac{h_k^3}{s},$$

which is the box.

Now lay a uniform frequency mesh $\omega_j=jh$ over it and represent $S$ by $\tilde S=\sum_jS_j\Lambda_j$, where the hat $\Lambda_j$ is 1 at $\omega_j$, falls linearly to 0 at both neighbours and has area $h$. One choice is point sampling, $S_j=S(\omega_j)$. If $s<h$ and the box lies between two nodes, all $S_j$ vanish and the weight is lost. If it covers one node, $\tilde S$ has weight $hQ/s$, too large by the factor $h/s$. The other choice is projection, $W_j=\int\Lambda_jS\,d\omega$ and $S_j=W_j/h$. For a box inside the cell $[l,r]$, with centre $\bar\Delta=\Delta_0+s/2$, the hats are linear over the box, so

$$W_l=Q\,\frac{r-\bar\Delta}{h},\qquad W_r=Q\,\frac{\bar\Delta-l}{h},\qquad W_l+W_r=Q,\qquad lW_l+rW_r=Q\,\frac{(r-l)\bar\Delta}{h}=Q\bar\Delta .$$

Weight and first moment survive for any $s$, including the flat transition $s\to0$. The exact transform of the box, $(Q/s)\ln[(z-\Delta_0)/(z-\Delta_0-s)]=Q/z+Q\bar\Delta/z^2+\dots$, agrees with that of the two hats in both terms. The price is that a line of width $s$ now spreads over three cells.

## The general tetrahedron

In each tetrahedron $\varepsilon$, $\varepsilon'$, $\Delta$ and $m$ are replaced by the linear functions through their corner values. This presumes that a band label follows a smooth function across the tetrahedron; at a crossing of energy-sorted bands it does not, and the interpolation is poor there.

The region $f(1-f')=1$ is cut out by two planes, $a=\varepsilon-\mu<0$ and $b=\mu-\varepsilon'<0$. For one cut, sort the corners by $a$. On an edge from a negative corner $i$ to a non-negative corner $j$ the zero $p_{ij}$ lies at the fraction $a_i/(a_i-a_j)$, and every field is interpolated with that fraction. One negative corner leaves the tetrahedron $(1,p_{12},p_{13},p_{14})$. Two leave the prism with end triangles $(1,p_{13},p_{14})$ and $(2,p_{23},p_{24})$, three the prism with $(1,2,3)$ and $(p_{14},p_{24},p_{34})$. A prism with ends $ABC$, $A'B'C'$ and side edges $AA',BB',CC'$ splits into $ABCA'$, $BCA'B'$, $CA'B'C'$. The second cut repeats this with $b$ on each piece, and volumes come from the determinant of the edge vectors.

For a piece of volume $V$ sort the corner values $D_1\le\dots\le D_4$ of $\Delta$, with $D_{ij}=D_i-D_j$ and $t_{ij}=(\omega-D_i)/D_{ji}$. The integral $g(\omega)=\int m\,\delta(\omega-\Delta)d^3k$ runs over a plane section. A triangle of area $A$ in it contributes $A\bar m/|\nabla\Delta|$, where $\bar m$ is the mean of $m$ over its three vertices, since $m$ is linear. Joined to a corner $i$ the triangle forms a cone of height $|\omega-D_i|/|\nabla\Delta|$ and volume $V_c$, a third of base times height, so $A/|\nabla\Delta|=3V_c/|\omega-D_i|$.

For $D_1\le\omega<D_2$ the triangle is $(p_{12},p_{13},p_{14})$, $V_c=Vt_{12}t_{13}t_{14}$ with apex 1, and $g=3V\bar m\,(\omega-D_1)^2/(D_{21}D_{31}D_{41})$. For $D_3\le\omega<D_4$ the apex 4 gives in the same way $g=3V\bar m\,(D_4-\omega)^2/(D_{41}D_{42}D_{43})$. For $D_2\le\omega<D_3$ the section is the quadrilateral $p_{13}p_{14}p_{24}p_{23}$, cut along $p_{13}p_{24}$. In the basis of the edges from corner 1 to corners 2, 3, 4, the triangle $(p_{13},p_{14},p_{24})$ has coordinates $(0,t_{13},0)$, $(0,0,t_{14})$, $(1-t_{24},0,t_{24})$, with determinant $t_{13}t_{14}(1-t_{24})$ in magnitude. From corner 2, with edges to 1, 3, 4, the triangle $(p_{13},p_{23},p_{24})$ has $(1-t_{13},t_{13},0)$, $(0,t_{23},0)$, $(0,0,t_{24})$, with determinant $(1-t_{13})t_{23}t_{24}$. Using $1-t_{24}=(D_4-\omega)/D_{42}$ and $1-t_{13}=(D_3-\omega)/D_{31}$,

$$g=3V\left[\bar m_a\frac{(\omega-D_1)(D_4-\omega)}{D_{31}D_{41}D_{42}}+\bar m_b\frac{(\omega-D_2)(D_3-\omega)}{D_{32}D_{42}D_{31}}\right].$$

For $D_1=D_2$, $D_3=D_4$, $m=1$ each term is $3Vt(1-t)/s$, as in the cube. Since $\bar m$ is linear in $\omega$, $g$ is a cubic on each interval. Empty intervals are skipped, and on a non-empty one no denominator vanishes.

The same weights with $m=1$ and $D\to\varepsilon$ fix the chemical potential. In the middle interval put $y=\omega-D_2$ and take out $3V/(D_{31}D_{41})$. The constant term is $D_{21}$, the linear coefficient is $(D_{42}-D_{21}+D_{41})/D_{42}=2$, and the quadratic one is $-(D_{32}+D_{41})/(D_{32}D_{42})$, where $D_{32}+D_{41}=D_{31}+D_{42}$. Integrating and adding the value $D_{21}^2/(D_{31}D_{41})$ reached at $D_2$ gives the filled fraction $[D_{21}^2+3D_{21}y+3y^2-(D_{31}+D_{42})y^3/(D_{32}D_{42})]/(D_{31}D_{41})$; the outer intervals give cubes. Then $\mu$ is solved for so that the interpolated bands hold the density $n$.

The first moment of a piece needs $\int\lambda_i\lambda_j$ for barycentric coordinates $\lambda_i$. The slice $\lambda_1=s$ carries the volume density $3V(1-s)^2$, so $\int\lambda_1=V/4$ and $\int\lambda_1^2=3V(\tfrac13-\tfrac12+\tfrac15)=V/10$. From $\sum_j\lambda_j=1$ follows $V/4=V/10+3\int\lambda_1\lambda_2$, so $\int\lambda_1\lambda_2=V/20$ and

$$\int m\Delta\,d^3k=\frac V{20}\Big(\sum_im_i\sum_iD_i+\sum_im_iD_i\Big).$$

The k-mesh repeats the proof of the sum rule exactly if every step has a discrete counterpart. Inversion reverses a Kuhn path into another Kuhn path, so the triangulation is invariant under $\mathbf k\to-\mathbf k$, and under $\mathbf k\to-\mathbf k-\mathbf q$ when $\mathbf q$ is a mesh vector. Closure holds at the corners, and it carries into the interior if the product $m\Delta$ is the interpolated quantity. If $m$ and $\Delta$ are interpolated separately, then along an edge with changes $\delta m,\delta D$ the product contains $t^2\delta m\,\delta D$ where the interpolant of the product has $t\,\delta m\,\delta D$. The excess $-t(1-t)\,\delta m\,\delta D$ is of order $h_k^2$ for smooth bands, and positive where $m$ falls as $\Delta$ rises.

## The frequency mesh

On a uniform mesh, point sampling gives $\tilde M_1=h\sum_j\omega_jS(\omega_j)$, the trapezoid sum of $F=\omega S$. Extend $S$ oddly, so that $F$ is even. The Poisson formula reads $h\sum_jF(jh)-\int F=\sum_{l\ne0}\hat F(2\pi l/h)$ with $\hat F(\kappa)=\int Fe^{-i\kappa\omega}d\omega$. For piecewise polynomial $F$, a jump $J_p$ of the $p$-th derivative at $c$ puts $J_p\delta(\omega-c)$ into $F^{(p+1)}$ and $J_pe^{-i\kappa c}/(i\kappa)^{p+1}$ into $\hat F$. The Bernoulli polynomials have the series $B_N(x)=-N!\sum_{l\ne0}e^{2\pi ilx}/(2\pi il)^N$ on $[0,1]$: for $N=1$ it is the sawtooth $x-\tfrac12$, valid inside the interval only, and both sides obey $B_N'=NB_{N-1}$ with zero mean. Replacing $l\to-l$ gives a factor $(-1)^N$. The mirror jump at $-c$ contributes equally, which cancels the factor $\tfrac12$ for the half line. A jump at $c=0$ has no mirror partner and would enter with half weight; it is absent when $S$ is an odd polynomial near $\omega=0$, as for the electron gas below. In that case

$$\tilde M_1-M_1=-\sum_{c>0}\sum_pJ_p\,(-h)^{p+1}\frac{B_{p+1}(x_c)}{(p+1)!},\qquad x_c=\operatorname{frac}(c/h).$$

A kink costs $-J_1h^2B_2(x_c)/2$ with $B_2=x^2-x+\tfrac16$. A step ($p=0$) costs order $h$, and a box much narrower than $h$ costs an amount of the order of its whole moment, or more.

Projection avoids this. The linear interpolant of $\omega$ is $\omega$ itself, $\sum_j\omega_j\Lambda_j(\omega)=\omega$, so $\sum_j\omega_jW_j=M_1$ on any mesh that covers the support of $S$. On each overlap of an interval $[D_i,D_{i+1}]$ with a cell, $g\Lambda_j$ has degree 4, and three-point Gauss quadrature, exact to degree 5, integrates it without error. A piece with all $D_i$ in one cell is deposited like the box, with weight $V\sum_im_i/4$ and the moment formula, so for such a piece no small $D_{ij}$ is divided by. A nearly flat piece that straddles a node still goes through the interval formulas and loses digits as its spread in $\Delta$ shrinks: the relative error grows roughly as the rounding error of $\omega$ divided by that spread. The node $j=0$ is dropped: for the odd extension $W_0=0$, it carries no first moment because $\omega_0=0$, and a half hat there would make $\chi(0)=-2\int\tilde S/\omega\,d\omega$ diverge logarithmically.

With spacings $h_-,h_+$ the hat is a triangle of area $A_j=(h_-+h_+)/2$ and centroid $c_j=(\omega_{j-1}+\omega_j+\omega_{j+1})/3=\omega_j+(h_+-h_-)/3$. Since $\tilde M_1=\sum_jS_jA_jc_j$, the choice

$$S_j=\frac{\omega_jW_j}{c_jA_j}$$

preserves $M_1$, at the cost of the total weight when $c_j\neq\omega_j$. Higher moments are smoothed. On a uniform mesh $\int\Lambda_j\omega^3d\omega=h(\omega_j^3+\omega_jh^2/2)$, because the hat has variance $h^2/6$; thus $\tilde M_3=\sum_jW_j\omega_j^3+h^2M_1/2$. The interpolant of $\omega^3$ on $[l,r]$ exceeds $\omega^3$ by $(\omega-l)(r-\omega)(\omega+l+r)$, on average $(h^2/6)\,3\omega$ when $S$ varies slowly over a cell. To leading order $\tilde M_3-M_3=h^2M_1$.

The spectral function can now be built from clipped tetrahedra and projected onto frequency hats so that its first moment is preserved, whereas point sampling can lose or overcount narrow features. What remains is to transform the hats analytically into $\chi(z)$ and to test the method on the electron gas and on a model metal with matrix elements.
